**Capacitance of a gap with one sinusoidally rough plate**

For mean gap \(d\), peak roughness amplitude \(h\) and wavevector \(k\), the relative capacitance increase is \(h^2k\coth(kd)/(2d)\) to second order, at fixed mean gap. The program compares this coefficient with an energy-minimizing solution in the corrugated cell at four wavelengths; the largest relative difference is \(1.1\times10^{-7}\). It asserts that the remainder is of fourth order at 5 nm wavelength, where the measured power is 3.990. It also asserts the first-order field changes on both plates, the addition of two harmonics, the formula for layered dielectrics, and the agreement of the energy and charge definitions of capacitance. A WKB leakage integral is compared with an asymptotic estimate to within a factor of 1.6. For \(d=3\) nm, \(h=0.3\) nm and a 10 nm wavelength, the formula gives 0.987% and the full solution 0.989%. With an oxide interlayer and a finite silicon charge depth, the layered formula gives 0.313%.

## Numerical check

```python
# Result under test: a flat plate faces a plate at z = d + h cos(k x).
# At fixed mean gap d, capacitance per projected area obeys
#     C/C0 = 1 + h^2 k coth(k d)/(2 d) + O(h^4),   C0 = eps0 kappa/d.
# h: peak amplitude, k: wavevector, kappa: relative permittivity.
# Lengths are in nm unless a name says otherwise. The reference solution
# minimizes electrostatic energy in the corrugated cell, with no expansion in h.
import numpy as np
from numpy.polynomial.legendre import Legendre, leggauss
from scipy.integrate import quad
from scipy import constants as const


def vertical_shapes(layer, n_layers, n_poly, s):
    """Continuous trial functions of s in one layer, zero on both plates."""
    value = np.zeros((n_layers * n_poly + n_layers - 1, s.size))
    slope = np.zeros_like(value)
    y = 2 * s - 1
    for n in range(n_poly):
        p = Legendre.basis(n)
        row = layer * n_poly + n
        value[row] = s * (1 - s) * p(y)
        slope[row] = (1 - 2 * s) * p(y) + 2 * s * (1 - s) * p.deriv()(y)
    if layer < n_layers - 1:
        value[n_layers * n_poly + layer] = s
        slope[n_layers * n_poly + layer] = 1
    if layer > 0:
        value[n_layers * n_poly + layer - 1] = 1 - s
        slope[n_layers * n_poly + layer - 1] = -1
    return value, slope


def solve_cell(layers, amplitudes, k, n_cos=10, n_poly=12):
    """Layers are (thickness, permittivity), bottom to top; top one is rough.
    Returns C/eps0 in 1/nm and the trial-function coefficients."""
    n_layers = len(layers)
    u = 2 * np.pi * np.arange(64) / 64
    nodes, weights = leggauss(24)
    s, ws = (nodes + 1) / 2, weights / 2
    m = np.arange(n_cos)
    cosine = np.cos(np.outer(m, u))
    cosine_x = -k * m[:, None] * np.sin(np.outer(m, u))
    size = n_cos * (n_layers * n_poly + n_layers - 1)
    stiffness, load, lift_energy = np.zeros((size, size)), np.zeros(size), 0.0
    for j, (thickness, eps) in enumerate(layers):
        gap, gap_x = np.full(u.size, float(thickness)), np.zeros(u.size)
        if j == n_layers - 1:
            for q, a in enumerate(amplitudes, start=1):
                gap += a * np.cos(q * u)
                gap_x -= a * q * k * np.sin(q * u)
        value, slope = vertical_shapes(j, n_layers, n_poly, s)
        tilt = (gap_x / gap)[:, None] * s[None, :]
        grad_x = (cosine_x[:, None, :, None] * value[None, :, None, :]
                  - cosine[:, None, :, None] * slope[None, :, None, :] * tilt)
        grad_z = (cosine[:, None, :, None] * slope[None, :, None, :]
                  / gap[None, None, :, None])
        grad_x, grad_z = grad_x.reshape(size, -1), grad_z.reshape(size, -1)
        weight = (eps * gap[:, None] * ws[None, :] / u.size).ravel()
        stiffness += (grad_x * weight) @ grad_x.T + (grad_z * weight) @ grad_z.T
        if j == n_layers - 1:
            lift_x = -tilt.ravel()
            lift_z = np.repeat(1 / gap, s.size)
            load -= grad_x @ (weight * lift_x) + grad_z @ (weight * lift_z)
            lift_energy += np.sum(weight * (lift_x**2 + lift_z**2))
    coefficients = np.linalg.solve(stiffness, load)
    return lift_energy - load @ coefficients, coefficients.reshape(n_cos, -1)


def plate_field(coefficients, d, h, u, s):
    """Vertical field for unit voltage in a single-layer cell."""
    n_cos, n_poly = coefficients.shape
    slope = vertical_shapes(0, 1, n_poly, np.array([float(s)]))[1][:, 0]
    series = np.cos(np.outer(u, np.arange(n_cos))) @ coefficients @ slope
    return (1 + series) / (d + h * np.cos(u))


def flat_capacitance(layers):
    return 1 / sum(t / eps for t, eps in layers)


def numerical_coefficient(layers, shape, k, scale=0.04):
    """Quadratic coefficient in the overall roughness scale."""
    def scaled_change(size):
        change = 0.0
        for sign in (-1, 1):
            c = solve_cell(layers, sign * size * np.array(shape), k)[0]
            change += 0.5 * (c / flat_capacitance(layers) - 1)
        return change / size**2
    return (4 * scaled_change(scale / 2) - scaled_change(scale)) / 3


def roughness_correction(h, k, d):
    return h**2 * k / (2 * d * np.tanh(k * d))


def layered_correction(layers, h, k):
    thickness, eps = layers[0]
    response = eps / np.tanh(k * thickness)
    for thickness, eps in layers[1:]:
        t = np.tanh(k * thickness)
        response = eps * (response + eps * t) / (eps + response * t)
    effective_gap = eps / flat_capacitance(layers)
    return h**2 * k * response / eps / (2 * effective_gap)


# Example inputs: rough typical values for a metal gate on hafnium oxide.
d, h, wavelength, kappa, bias = 3.0, 0.3, 10.0, 20.0, 1.0
k = 2 * np.pi / wavelength
film = [(d, kappa)]
interlayer, charge_depth = 0.8, 1.0
kappa_oxide, kappa_silicon = 3.9, 11.7
stack2 = [(interlayer, kappa_oxide), (d, kappa)]
stack3 = [(charge_depth, kappa_silicon)] + stack2

# Quadratic coefficient over short, middle and long wavelengths.
worst_coefficient_error = 0.0
for test_wavelength in (5.0, 10.0, 20.0, 60.0):
    q = 2 * np.pi / test_wavelength
    ratio = numerical_coefficient(film, [1.0], q) / roughness_correction(1, q, d)
    worst_coefficient_error = max(worst_coefficient_error, abs(ratio - 1))
assert worst_coefficient_error < 2e-5

# The remainder after the quadratic term must be fourth order.
q = 2 * np.pi / 5.0
remainders = [solve_cell(film, [a], q)[0] / flat_capacitance(film) - 1
              - roughness_correction(a, q, d) for a in (0.05, 0.1)]
remainder_power = np.log2(remainders[1] / remainders[0])
assert abs(remainder_power - 4) < 0.1

# Harmonics add at second order; the layered formula is checked separately.
sum_formula = (roughness_correction(1.0, k, d)
               + roughness_correction(0.6, 2 * k, d))
sum_numeric = numerical_coefficient(film, [1.0, 0.6], k)
assert abs(sum_numeric / sum_formula - 1) < 1e-4
for layers in (stack2, stack3):
    numeric = numerical_coefficient(layers, [1.0], k)
    assert abs(numeric / layered_correction(layers, 1.0, k) - 1) < 1e-4

# First-order field changes on the rough and flat plates.
small_h = 0.02
_, small_coefficients = solve_cell(film, [small_h], k)
ends = np.array([0.0, np.pi])
top = plate_field(small_coefficients, d, small_h, ends, 1) * d
bottom = plate_field(small_coefficients, d, small_h, ends, 0) * d
assert abs((top[1] - top[0]) / 2 / (small_h * k / np.tanh(k * d)) - 1) < 2e-3
assert abs((bottom[1] - bottom[0]) / 2 / (small_h * k / np.sinh(k * d)) - 1) < 2e-3

# Full-amplitude solution: basis convergence and charge-energy agreement.
full_c, full_coefficients = solve_cell(film, [h], k)
larger_c, _ = solve_cell(film, [h], k, n_cos=13, n_poly=14)
assert abs(full_c / larger_c - 1) < 1e-8
u = 2 * np.pi * np.arange(64) / 64
charge_c = kappa * np.mean(plate_field(full_coefficients, d, h, u, 0))
assert abs(charge_c / full_c - 1) < 1e-6

correction = roughness_correction(h, k, d)
full_correction = full_c / flat_capacitance(film) - 1
c0_si = const.epsilon_0 * kappa / (d * 1e-9)
mean_field = bias / d * 10
crest_first = mean_field * (1 + h * k / np.tanh(k * d))
crest_full = mean_field * d * plate_field(full_coefficients, d, h,
                                        np.array([np.pi]), 1)[0]

# Isotropic random surface with the same variance and Gaussian correlation.
correlation_length = 3.0
spectral_mean = quad(lambda q: q / np.tanh(q * d) * correlation_length**2 / 2
                     * q * np.exp(-(q * correlation_length)**2 / 4),
                     0, 12 / correlation_length)[0]
random_correction = h**2 / (2 * d) * spectral_mean

# Thomas-Fermi screening length for a rough free-electron metal density.
density_cm3 = 5e22
density = density_cm3 * 1e6
fermi_energy = (const.hbar**2 * (3 * np.pi**2 * density)**(2 / 3)
                / (2 * const.m_e))
screening = np.sqrt(2 * const.epsilon_0 * fermi_energy
                    / (3 * density * const.e**2)) * 1e9
screening_factor = 1 / (1 + kappa * screening / d)

# Zero-temperature WKB current, energies in eV from the emitter Fermi level.
barrier, mass_ratio = 2.0, 0.2
mass = mass_ratio * const.m_e
energy_nodes, energy_weights = leggauss(80)


def tunnel_current(voltage, thickness):
    total = 0.0
    for low, high in ((-6.0, -voltage), (-voltage, 0.0)):
        energy = (high - low) / 2 * energy_nodes + (high + low) / 2
        height = barrier - energy
        mean_root = 2 * (height**1.5 - (height - voltage)**1.5) / (3 * voltage)
        action = (2 * thickness * 1e-9 * np.sqrt(2 * mass * const.e)
                  * mean_root / const.hbar)
        supply = np.minimum(-energy, voltage)
        total += (high - low) / 2 * np.sum(energy_weights * supply
                                           * np.exp(-action))
    return 4 * np.pi * mass * const.e**3 / const.h**3 * total


# The mean-barrier asymptotic current is an order-of-magnitude check: its
# omitted inverse-action terms are tens of percent at this thickness.
mean_barrier = barrier - bias / 2
decay = 2 * d * 1e-9 * np.sqrt(2 * mass * const.e) / const.hbar
asymptotic_current = (const.e**2 / (2 * np.pi * const.h * (d * 1e-9)**2)
                      * (mean_barrier * np.exp(-decay * np.sqrt(mean_barrier))
                         - (mean_barrier + bias)
                         * np.exp(-decay * np.sqrt(mean_barrier + bias))))
flat_current = tunnel_current(bias, d)
assert 1 / 1.6 < flat_current / asymptotic_current < 1.6
rough_current = np.mean([tunnel_current(bias, d + h * np.cos(v)) for v in u])
dv = 1e-3
conductance = (tunnel_current(bias + dv, d)
               - tunnel_current(bias - dv, d)) / (2 * dv)
frequency = 1e6
loss_ratio = conductance / (2 * np.pi * frequency * c0_si)
breakdown, facet_difference = 5.0, 0.2

print(f"Mean gap d = {d:.1f} nm; roughness amplitude h = {h:.2f} nm")
print(f"Wavelength = {wavelength:.1f} nm; k = {k:.4f} 1/nm")
print(f"Relative permittivity = {kappa:.1f}; bias = {bias:.1f} V")
print(f"kd = {k*d:.4f}; hk = {h*k:.4f}; h/d = {h/d:.3f}")
print(f"coth(kd) = {1/np.tanh(k*d):.4f}")
print(f"Flat capacitance = {100*c0_si:.4f} uF/cm2")
print(f"Second-order correction = {100*correction:.4f} percent")
print(f"Corrected capacitance = {100*c0_si*(1+correction):.4f} uF/cm2")
print(f"Full numerical correction = {100*full_correction:.4f} percent")
print(f"Equivalent gap reduction, first order = {1000*d*correction:.2f} pm")
print(f"Largest coefficient error in tests = {worst_coefficient_error:.1e}")
print(f"Measured power of remainder at 5 nm wavelength = {remainder_power:.3f}")
print("Wavelength nm | formula % | full % | extra area % | local gap %")
for w in (5.0, 10.0, 20.0, 60.0):
    q = 2 * np.pi / w
    full = solve_cell(film, [h], q)[0] / flat_capacitance(film) - 1
    area = np.mean(np.sqrt(1 + (h * q * np.sin(u))**2)) - 1
    local = np.mean(d / (d + h * np.cos(u))) - 1
    print(f"{w:5.1f} | {100*roughness_correction(h,q,d):.4f} | "
          f"{100*full:.4f} | {100*area:.4f} | {100*local:.4f}")
print(f"Mean field = {mean_field:.3f} MV/cm")
print(f"Crest field, first order = {crest_first:.3f} MV/cm")
print(f"Crest field, full solution = {crest_full:.3f} MV/cm")
print(f"Rough breakdown field (input) = {breakdown:.1f} MV/cm")
print(f"Full crest field / breakdown field = {crest_full/breakdown:.3f}")
print(f"Flat-plate charge ripple = {100*h*k/np.sinh(k*d):.2f} percent")
print(f"Oxide interlayer = {interlayer:.1f} nm, permittivity {kappa_oxide:.1f}")
print(f"Silicon charge depth = {charge_depth:.1f} nm, "
      f"permittivity {kappa_silicon:.1f}")
for name, layers in (("With interlayer", stack2),
                     ("With interlayer and silicon", stack3)):
    c_stack = const.epsilon_0 * flat_capacitance(layers) * 1e11
    print(f"{name}: flat C = {c_stack:.4f} uF/cm2")
    print(f"{name}: correction = {100*layered_correction(layers,h,k):.4f} percent")
print(f"Random roughness correlation length = {correlation_length:.1f} nm")
print(f"Random roughness, same variance: {100*random_correction:.4f} percent")
print(f"Metal electron density (input) = {density_cm3:.1e} 1/cm3")
print(f"Thomas-Fermi screening length = {screening:.4f} nm")
print(f"Crude metal-screening factor on flat C = {screening_factor:.3f}")
print(f"Tunnel barrier = {barrier:.1f} eV; mass = {mass_ratio:.1f} m_e")
print(f"Flat WKB leakage estimate = {flat_current/1e4:.2e} A/cm2")
print(f"Rough / flat leakage, local planar = {rough_current/flat_current:.3f}")
print(f"Frequency = {frequency/1e6:.1f} MHz; "
      f"leakage conductance/(omega C) = {loss_ratio:.3f}")
print(f"Voltage equivalent of roughness = {1000*bias*correction:.2f} mV")
print(f"Rough facet work-function difference = {1000*facet_difference:.0f} meV")
print("all good")
```

It prints:

```
Mean gap d = 3.0 nm; roughness amplitude h = 0.30 nm
Wavelength = 10.0 nm; k = 0.6283 1/nm
Relative permittivity = 20.0; bias = 1.0 V
kd = 1.8850; hk = 0.1885; h/d = 0.100
coth(kd) = 1.0472
Flat capacitance = 5.9028 uF/cm2
Second-order correction = 0.9870 percent
Corrected capacitance = 5.9611 uF/cm2
Full numerical correction = 0.9889 percent
Equivalent gap reduction, first order = 29.61 pm
Largest coefficient error in tests = 1.1e-07
Measured power of remainder at 5 nm wavelength = 3.990
Wavelength nm | formula % | full % | extra area % | local gap %
  5.0 | 1.8870 | 1.8580 | 3.4636 | 0.5038
 10.0 | 0.9870 | 0.9889 | 0.8824 | 0.5038
 20.0 | 0.6400 | 0.6439 | 0.2217 | 0.5038
 60.0 | 0.5163 | 0.5202 | 0.0247 | 0.5038
Mean field = 3.333 MV/cm
Crest field, first order = 3.991 MV/cm
Crest field, full solution = 4.032 MV/cm
Rough breakdown field (input) = 5.0 MV/cm
Full crest field / breakdown field = 0.806
Flat-plate charge ripple = 5.86 percent
Oxide interlayer = 0.8 nm, permittivity 3.9
Silicon charge depth = 1.0 nm, permittivity 11.7
With interlayer: flat C = 2.4932 uF/cm2
With interlayer: correction = 0.3907 percent
With interlayer and silicon: flat C = 2.0096 uF/cm2
With interlayer and silicon: correction = 0.3134 percent
Random roughness correlation length = 3.0 nm
Random roughness, same variance: 0.9827 percent
Metal electron density (input) = 5.0e+22 1/cm3
Thomas-Fermi screening length = 0.0604 nm
Crude metal-screening factor on flat C = 0.713
Tunnel barrier = 2.0 eV; mass = 0.2 m_e
Flat WKB leakage estimate = 6.23e+00 A/cm2
Rough / flat leakage, local planar = 2.124
Frequency = 1.0 MHz; leakage conductance/(omega C) = 0.453
Voltage equivalent of roughness = 9.87 mV
Rough facet work-function difference = 200 meV
all good
```
